# Why Thicker Tensile Films Delaminate More Readily at Equal Stress

**Question.** Two films of the same material lie on identical substrates and carry the same tensile stress. The bond to the substrate is equally strong in both cases, and only the thickness differs. Why can the thicker film peel off while the thinner one stays attached, and at what thickness does the change occur?

**Answer.** Stress measures force per area inside the film, but a crack along the interface is driven by energy. When the crack front passes beneath a square metre of film, the whole column of film above that square metre relaxes. Every layer of the column gives up some elastic energy, so a film twice as thick gives up twice as much. The bond that must be broken is still one square metre of interface, at the same cost. To turn this into a formula, we must find how much of the stored energy is really released.

### The bonded film

Let the film have thickness $h$, Young's modulus $E$ and Poisson ratio $\nu$. Take $x$ along the direction of crack advance, $y$ along the crack front and $z$ through the thickness. The film is linearly elastic and isotropic, and its stress is uniform through the thickness. While bonded, it carries

$$\sigma_x=\sigma_y=\sigma>0,\qquad \sigma_z=0 .$$

The last condition holds because nothing pulls on the top surface.

Such a stress arises naturally on a chip. If a film shrinks more on cooling than its thick substrate, the substrate holds it stretched by a strain fixed by the two materials and the temperature change. As long as the film stays elastic and is much thinner than the substrate, that strain, and hence the stress, is nearly independent of $h$. Comparing films at equal stress is then the appropriate comparison.

Strain is measured from the stress-free film. Hooke's law gives

$$\epsilon_x=\frac{\sigma_x-\nu(\sigma_y+\sigma_z)}{E}=\frac{(1-\nu)\sigma}{E},$$

and $\epsilon_y$ has the same value. The elastic energy per volume is half the sum of stress times strain. Multiplying by $h$ gives the energy per area of bonded film:

$$U_b=\frac h2(\sigma_x\epsilon_x+\sigma_y\epsilon_y)=\frac{(1-\nu)\sigma^2h}{E}.$$

### The detached film

Let a long, straight crack run in from a film edge. Behind its front the film is free to contract towards the part that is still bonded, so $\sigma_x$ falls to zero. It is not free to contract along the front. The front is taken to be much longer than the crack, and each detached strip remains matched in the $y$ direction to the bonded film ahead. Thus, away from the ends of the front, $\epsilon_y$ keeps its old value. With $\sigma_x=\sigma_z=0$, Hooke's law along $y$ reads

$$\frac{\sigma_y'}{E}=\frac{(1-\nu)\sigma}{E}\quad\Longrightarrow\quad \sigma_y'=(1-\nu)\sigma .$$

Only this one stress component remains, so the retained energy per area is

$$U_r=\frac{h\,\sigma_y'^2}{2E}=\frac{(1-\nu)^2\sigma^2h}{2E}.$$

### The energy released by an advance

Let the crack have length $a$ and the film length $L$ in the $x$ direction. The substrate is thick and its base is held flat, so far from the crack tip its stress is negligible. Per unit length of front, the elastic energy is

$$W(a)=U_r\,a+U_b\,(L-a)+W_{\rm tip}.$$

Here $W_{\rm tip}$ corrects for the disturbed region around the tip, including the strained substrate. If the tip is far from both ends of the film and from the sides of the substrate, this region moves along with the tip without changing. Its energy is then independent of $a$. The supports do not move, so they do no work. The energy release rate, meaning the energy given up per new crack area, is therefore

$$G=-\frac{dW}{da}=U_b-U_r .$$

Inserting the two energies and taking out the common factor,

$$G=\frac{(1-\nu)\sigma^2h}{2E}\bigl[2-(1-\nu)\bigr]
=\frac{(1-\nu)(1+\nu)\sigma^2h}{2E},$$

so that

$$\boxed{G=\frac{(1-\nu^2)\sigma^2h}{2E}}$$

The released share of the stored energy is $G/U_b=(1+\nu)/2$. The rest stays in the detached film as tension along the front. Both the stored and the released energy are proportional to $h$, so the locked part does not alter the thickness trend.

The substrate modulus does not appear in $G$. It changes the size and energy of the disturbed region, but not the difference between film far ahead of the tip and film far behind it.

### The critical thickness

Let $\Gamma$ be the interface toughness, the energy needed to separate one unit of interface area. When the crack advances over an area $dA$, the sum of elastic energy and separation energy changes by

$$(\Gamma-G)\,dA .$$

If $G<\Gamma$, the film cannot pay for the advance. If $G>\Gamma$, it can. Setting $G=\Gamma$ and solving for $h$ gives

$$h_c=\frac{2E\Gamma}{(1-\nu^2)\sigma^2}.$$

The same equality solved for stress gives a threshold proportional to $h^{-1/2}$. Doubling the thickness therefore lowers the tolerable stress by a factor $\sqrt2$. This criterion concerns the advance of an existing long crack; it does not say how the first flaw forms. It also needs a front much longer than the crack. In a patterned strip, once the crack is about half as long as the strip is wide, the tension along the front relaxes too. The average $G$ then approaches $U_b$, and the critical thickness falls to $E\Gamma/[(1-\nu)\sigma^2]$. It also assumes that the film itself stays whole. Tension can drive cracks through the film as well, and a brittle film may fail in that way before it peels.

### Does the toughness stay the same?

The argument needs $\Gamma$ to be independent of $h$. One possible objection is that toughness may depend on how the crack faces part: by opening, by sliding, or by a mixture. Could thickness change the mixture?

For a long crack on a deep substrate, $h$ is the only length in the elastic problem. The ratio of sliding to opening at a distance $r$ behind the tip can therefore depend on thickness only through $r/h$. Now let film and substrate have equal elastic constants. Reflection in the crack plane then separates the near-tip field into an opening part and a sliding part. If the face displacement in either part varies as $r^p$, the stress ahead varies as $r^{p-1}$. The work of closing a short length $\delta$ of crack then scales as $\delta^{2p}$. A finite energy per new area requires this work to be proportional to $\delta$, so $p=1/2$ for both parts. Their ratio tends to a constant close to the tip, and that constant cannot depend on $h$.

With unequal elastic constants the reflection argument is not available. For special pairs, those whose second Dundurs parameter vanishes, the ratio still tends to a constant at the tip. In general it drifts slowly with $\ln(r/h)$: for a substrate three times stiffer or softer than the film, with the same Poisson ratio of 0.25, the mixture angle at a fixed small distance from the tip shifts by about 6° between films of 0.5 and 4 µm. A constant $\Gamma$ is then an assumption. It is also an assumption for ductile films: a thicker film may offer more room for plastic flow near the tip, which consumes energy and can raise the toughness.

### A numerical case

Take the round model values $E=100$ GPa, $\nu=0.25$, $\sigma=500$ MPa and $\Gamma=3$ J/m². For a film 1 µm thick, the stored energy is

$$U_b=\frac{0.75\,(5\times10^8)^2\,(10^{-6})}{10^{11}}\ \text{J/m}^2=1.875\ \text{J/m}^2 .$$

The stress left along the front is $0.75\times500=375$ MPa, and the retained energy is 0.703 J/m². The difference, 1.172 J/m², is released. It is 62.5 % of the stored energy, in agreement with $(1+0.25)/2$.

This 1 µm film falls well short of the 3 J/m² needed. The critical thickness is

$$h_c=\frac{2\,(10^{11})\,(3)}{0.9375\,(5\times10^8)^2}\ \text{m}=2.56\times10^{-6}\ \text{m}=2.56\ \text{µm}.$$

A separate finite-element calculation of film, substrate and crack obtains $G$ from the fall in total elastic energy as the crack lengthens. It takes film and substrate with equal elastic constants and keeps the crack length at 15 µm:

| $h$ (µm) | $G$, formula (J/m²) | $G$, finite elements (J/m²) | Can advance? |
|---:|---:|---:|:---|
| 0.5 | 0.586 | 0.586 | no |
| 1 | 1.172 | 1.172 | no |
| 2 | 2.344 | 2.343 | no |
| 4 | 4.688 | 4.683 | yes |

The stress and the bond are the same in every row. Only the 4 µm film releases more than the interface costs. Closer to the threshold, the finite-element values are 2.93 J/m² at 2.50 µm and 3.22 J/m² at 2.75 µm. They lie on opposite sides of 3 J/m², as the critical thickness requires. These verdicts are for a front much longer than the crack. For a strip much wider than it is thick, with a crack longer than the strip is wide, $G\to U_b$. The critical thickness is then 1.60 µm, and the 2 µm film, with 3.75 J/m², can peel.

For the 2 µm film, substrate moduli of 33.3 and 300 GPa give 2.340 and 2.344 J/m². A ninefold change in substrate stiffness thus leaves $G$ nearly untouched in this range. On a much softer substrate the disturbed region is far larger and 15 µm is no longer a long crack: a 4 µm film on a 3 GPa substrate reaches only about 0.87 of the formula. The mixture of sliding and opening was compared at a distance $h/2$ behind the tip. The angle whose tangent is sliding divided by opening is about 46° for both the 2 µm and the 4 µm film. These are values at corresponding points, not the limit at the tip itself. The remaining results are in the numerical output.

### Short cracks

Near the film edge, $W_{\rm tip}$ still changes with crack length, and the boxed formula need not hold. Linear elasticity makes the energy quadratic in stress, so for given elastic constants and a deep substrate

$$G=\frac{\sigma^2h}{E}\,g\!\left(\frac ah\right),$$

where $g$ is a dimensionless function that tends to $(1-\nu^2)/2$ for a long crack.

For the 4 µm film, $G$ is about 0.92 of its long-crack value at $a=0.5$ µm and 0.95 at 1 µm. It has reached the long-crack value, to the digits given, at 4 µm. The values at 0.5 and 1 µm are rough, with an uncertainty of about 0.01, because they are taken from the energies of cracks only one to five elements long. These numbers apply to equal elastic constants and to a film edge standing on a substrate that continues beyond it. If the film edge is flush with the edge of the substrate, the approach is much slower: the ratio is about 0.49 at $a/h=1$ and 0.76 at $a/h=3.75$.

The thickness trend survives at short crack length. Compare films of 1 and 4 µm, each with a 1 µm crack. The thin film has $a/h=1$, for which the ratio to the long-crack value is 1.00; the thick film has $a/h=0.25$ and a ratio of about 0.95. The driving energy therefore rises by a factor of about $4\times0.95=3.8$, instead of 4.

### When the conclusion changes

The words "at equal stress" are essential. Suppose instead that the films carry the same force per width, $N=\sigma h$. Substituting $\sigma=N/h$ gives

$$G=\frac{(1-\nu^2)N^2}{2Eh},$$

which falls with thickness. With $N=500$ N/m, the 1 µm film has $G=1.172$ J/m². The 4 µm film carries only 125 MPa and has $G=0.293$ J/m². Spreading a given force over more material lowers the energy density by $1/h^2$, which outweighs the extra volume.

Compression also needs separate treatment. A compressed film above a debonded patch of width $b$ may have to buckle before the crack can open. For a buckle of height $w$, the bending energy per area scales as $Eh^3w^2/b^4$, while the compressive energy released scales as $\sigma_{\rm comp}hw^2/b^2$, where $\sigma_{\rm comp}$ is the magnitude of the compressive stress. Equating them gives a buckling stress of order $E(h/b)^2$. At fixed $b$, a thicker film is harder to buckle, so its larger energy store may remain locked in.

## Computed values

```
Film Young's modulus: 100 GPa; Poisson ratio: 0.25
Film stress: 500 MPa
Interface toughness: 3.00 J/m^2
Bonded in-plane elastic strain: 0.375 %
Detached stress along front: 375 MPa
1 um film, stored energy: 1.8750 J/m^2
1 um film, retained energy: 0.7031 J/m^2
1 um film, released energy: 1.1719 J/m^2
Released share of stored energy: 62.5 %
Finite-element substrate depth: 43.4 um
Finite-element crack length: 15.0 um
h = 0.5 um: G formula 0.586, finite elements 0.586 J/m^2; G - Gamma = -2.414 J/m^2
h = 1.0 um: G formula 1.172, finite elements 1.172 J/m^2; G - Gamma = -1.828 J/m^2
h = 2.0 um: G formula 2.344, finite elements 2.343 J/m^2; G - Gamma = -0.656 J/m^2
h = 4.0 um: G formula 4.688, finite elements 4.683 J/m^2; G - Gamma = +1.688 J/m^2
Power of h from finite elements: 0.9996
h = 2 um, substrate modulus 33.3 GPa: G = 2.340 J/m^2
h = 2 um, substrate modulus 300.0 GPa: G = 2.344 J/m^2
h = 2 um: sliding-opening angle at h/2 behind tip: 45.7 degrees
h = 4 um: sliding-opening angle at h/2 behind tip: 45.9 degrees
h = 4 um, crack 0.5 um: G / long-crack formula = 0.924
h = 4 um, crack 1.0 um: G / long-crack formula = 0.951
h = 4 um, crack 4.0 um: G / long-crack formula = 1.000
h = 4 um, crack 8.0 um: G / long-crack formula = 1.000
Critical thickness: 2.560 um
h = 2.50 um: finite-element G = 2.929 J/m^2
h = 2.75 um: finite-element G = 3.221 J/m^2
Equal-force comparison, force per width: 500 N/m
Equal force, h = 1 um: G = 1.172 J/m^2
Equal force, h = 4 um: stress = 125 MPa, G = 0.293 J/m^2
```
